# Adjoint identity for the expected stopping depth of implanted ions, part 2

Ions enter or start in an amorphous, laterally uniform solid at $x\ge0$, and either stop there or escape through the surface. Let $p(x)$ be the density of stopped ions per source ion, and $g(x)$ a quantity assigned to the stopping depth. A first derivation, from the transport equations, gave

$$
\int_0^\infty g\,p\,dx=\int Q\,\psi\,dx\,d\mu\,dE+\int_{\mu>0}J(\mu,E)\,\psi(0,\mu,E)\,d\mu\,dE. \tag{1}
$$

Here $\psi(x,\mu,E)$ is the expected $g$ for an ion started at depth $x$ with direction cosine $\mu$ (positive inward) and energy $E$; escape counts as zero. $Q$ is the internal source and $J$ the surface inflow, together normalized to one ion.

Per unit path length, an ion loses the energy $S(E)\ge s_0>0$ continuously and collides at the rate $\Sigma(E)\le\Sigma_m$. Collisions scatter it with density $k(\mu,E\to\mu',E')$, $E'<E$, or stop it at the rate $\sigma_s(E)$. It also stops on slowing to $E_c$. The source has finite depths and energies below $E_m$; no path exceeds $L=\int_{E_c}^{E_m}dE/S$. The backward equation is

$$
\mu\,\partial_x\psi-S\,\partial_E\psi=\Sigma\psi-K^\dagger\psi-\sigma_s g, \tag{5}
$$

$$
(K^\dagger\psi)(x,\mu,E)=\int_{-1}^{1}d\mu'\int_{E_c}^{E}dE'\,k(\mu,E\to\mu',E')\,\psi(x,\mu',E'),
$$

with $\psi=g$ at $E_c$ and $\psi=0$ at $x=0$ for $\mu<0$. Let $\phi$ be the path-length density and $K\phi$ its supply by scattering. The product rule combines the forward equation for $\phi$ with (5):

$$
\mu\,\partial_x(\phi\psi)-\partial_E(S\phi\psi)=Q\psi-\sigma_s g\phi+\psi K\phi-\phi K^\dagger\psi. \tag{6}
$$

If $\psi_\infty$, the backward function of an unbounded medium, replaces $\psi$, the escaping current $J_{\rm out}$ enters:

$$
\int g\,p\,dx=\int Q\psi_\infty+\int_{\mu>0}J\psi_\infty-\int_{\mu<0}J_{\rm out}\psi_\infty. \tag{8}
$$

In a uniform medium, $g=x$ gives $\psi_\infty=x+\mu R(E)$. With $d\Sigma$ the rate of collisions with energy loss $T$ and deflection $\vartheta$,

$$
S\,R'+\int d\Sigma\,\bigl[R(E)-\cos\vartheta\,R(E-T)\bigr]=1. \tag{9}
$$

The mean square depth from $x=0$ is $A_0+A_2P_2(\mu)$, with $P_2(\mu)=\tfrac12(3\mu^2-1)$ and

$$
S A_0'+\int d\Sigma\,[A_0(E)-A_0(E-T)]=\tfrac23R, \tag{10}
$$

$$
S A_2'+\int d\Sigma\,[A_2(E)-P_2(\cos\vartheta)A_2(E-T)]=\tfrac43R. \tag{11}
$$

$R$, $A_0$ and $A_2$ vanish for $E\le E_c$. The straggle, the standard deviation of the depth, is $\sqrt{A_0+A_2P_2(\mu)-\mu^2R^2}$.

### Histories divided into flights

The second derivation uses no differential equation. It sorts histories by their number of scattering collisions.

Start an ion at $z$ and follow its flight without collisions. After the path $s$ it is at $z_s=(x+\mu s,\mu,E_s)$, where $dE_s/ds=-S(E_s)$. The flight ends at the length $\ell(z)$, when the ion has slowed to $E_c$ or has reached the surface, whichever comes first. The probability of no collision up to $s$ is

$$
P(z,s)=\exp\Bigl[-\int_0^s\Sigma(E_{s'})\,ds'\Bigr].
$$

The ion may stop without being scattered again, through a stopping collision or by slowing down. The expected value of $g$ from these events is

$$
\psi_0(z)=\int_0^{\ell}P(z,s)\,\sigma_s(E_s)\,g(x+\mu s)\,ds+P(z,\ell)\,\theta(z)\,g(x+\mu\ell), \tag{12}
$$

where $\theta=1$ if the flight ends at $E_c$ and $\theta=0$ if it ends at the surface. Alternatively the ion is scattered and begins a new flight at $z'$. Let $m(z\to z')$ be the density of this transition. For any function $F$,

$$
\int m(z\to z')F(z')\,dz'=\int_0^{\ell}ds\,P(z,s)\int d\mu'dE'\,k(\mu,E_s\to\mu',E')\,F(x+\mu s,\mu',E'). \tag{13}
$$

### Moving one collision at a time

Let $\chi_n(z)$ be the density of ions that begin a flight at $z$ after $n$ scattering collisions. For $n=0$ it is the source: $\int\chi_0F=\int QF+\int_{\mu>0}JF|_{x=0}$. Each further collision acts with $m$:

$$
\chi_{n+1}(z')=\int\chi_n(z)\,m(z\to z')\,dz .
$$

The ions that stop after exactly $n$ scattering collisions contribute $\int\chi_n\psi_0\,dz$ to the expected value of $g$. Forward propagation adds these contributions:

$$
\int g\,p\,dx=\sum_{n=0}^\infty\int\chi_n\psi_0\,dz. \tag{14}
$$

Backward propagation starts at the other end. Let $\psi_n(z)$ be the contribution, for an ion started at $z$, of histories with exactly $n$ scattering collisions. The first of these leads to some $z'$, and $n-1$ remain:

$$
\psi_n(z)=\int m(z\to z')\,\psi_{n-1}(z')\,dz',\qquad \psi=\sum_{n=0}^\infty\psi_n .
$$

One collision can now be moved from the forward factor to the backward one:

$$
\int\chi_{j+1}(z')\psi_i(z')\,dz'=\int\!\!\int\chi_j(z)\,m(z\to z')\,\psi_i(z')\,dz\,dz'=\int\chi_j(z)\psi_{i+1}(z)\,dz .
$$

After $n$ such moves,

$$
\int\chi_n\psi_0\,dz=\int\chi_{n-1}\psi_1\,dz=\dots=\int\chi_0\psi_n\,dz. \tag{15}
$$

The sum of (15) over $n$ has $\int gp\,dx$ on the left, by (14), and $\int\chi_0\psi=\int Q\psi+\int_{\mu>0}J\psi$ on the right. This is the result (1) again. The identity holds separately for each number of collisions.

### Convergence

The exchange of sum and integrals needs a bound. Let $\lambda(E)=\int_{E_c}^{E}dE'/S$ be the longest path left to an ion of energy $E$, and let $w_n(z)$ be the probability of at least $n$ further scattering collisions. I claim that

$$
w_n(z)\le\frac{[\Sigma_m\lambda(E)]^n}{n!}. \tag{16}
$$

For $n=0$ this reads $w_0\le1$. Suppose it holds for $n$. After a flight of length $s$ the longest remaining path is $\lambda(E)-s$, and a collision reduces it further. In (13), $P\le1$, the integral of $k$ is at most $\Sigma_m$, and $\ell\le\lambda(E)$. Hence

$$
w_{n+1}\le\Sigma_m\int_0^{\lambda}\frac{[\Sigma_m(\lambda-s)]^n}{n!}\,ds=\frac{(\Sigma_m\lambda)^{n+1}}{(n+1)!},
$$

which proves (16). The stopping depths have a finite range, so $|g|$ has a maximum $g_m$ on it, and $|\int\chi_0\psi_n|\le g_m(\Sigma_mL)^n/n!$. The series converges absolutely. The bound also shows that $\psi$ exists, which the first derivation took for granted.

### Return to the transport equations

The histories reproduce the backward equation. Cut the first flight at a short length $\delta$. Since $P(z,s)=P(z,\delta)P(z_\delta,s-\delta)$ for $s>\delta$,

$$
\psi(z)=\int_0^\delta P(z,s)\,\bigl(K^\dagger\psi+\sigma_sg\bigr)(z_s)\,ds+P(z,\delta)\,\psi(z_\delta).
$$

The left side does not depend on $\delta$. Differentiation at $\delta=0$ gives $0=K^\dagger\psi+\sigma_sg-\Sigma\psi+\mu\,\partial_x\psi-S\,\partial_E\psi$, which is (5).

The surface term in (8) also has a meaning in terms of histories. Let an ion that escapes continue in a fictitious medium outside. Its expected final value at the moment of escape is $\psi_\infty$ at the exit state, because its future depends on its present state alone. The value $\psi_\infty$ at the source is therefore the sum of the retained ions' $g$ and the escaping ions' $\psi_\infty$. This is (8) with the last term moved to the other side.

### What each derivation assumes

As given here, both derivations assume independent ions, collisions that depend on the present state alone, no gain of energy, and matching treatment of the surface. The absence of energy gain serves to bound the path. Neither requires $S$ or $\Sigma$ to be independent of depth. With $S(x,E)$ the product rule leading to (6) is unchanged, and so is the movement of collisions in (15), provided the bounds $s_0$ and $\Sigma_m$ hold throughout. The identity thus also covers layered targets. The range equations (9) to (11) do not, since they use a uniform medium.

The derivation from the transport equations needs more regularity. The densities must have derivatives along flights and boundary values at the surface and at $E_c$; a sharp beam has to be treated as a limit of smooth ones. In return it gives the surface term directly, and it does not need a probabilistic interpretation of $\phi$ and $\psi$.

The derivation from histories needs integrals alone, accepts a sharp beam at once, and supplies existence. Its price is that collisions must be countable, with finite $\Sigma$. For a screened potential with an infinite tail the total rate diverges through ever softer collisions. The softest must then be moved into $S$, as in the example below. Taking that cut to zero would need a further limiting argument, which is not given here.

Both fail for a fluence so high that earlier ions change the target met by later ones. The history of one ion then depends on the others, and $\psi$ would depend on $p$.

### A model with a strong surface effect

A model with two directions exercises every term of (1). Let the residual range $r$ serve as energy, so that $S=1$ and $E_c$ corresponds to $r=0$. An ion moves with $\mu=\pm1$. At the rate $\kappa=0.8$ a collision reverses it and takes away the range $q=0.4$; if less than that is left, the ion stops. Equation (5) becomes

$$
\partial_r\psi_\pm=\pm\partial_x\psi_\pm+\kappa\,[\psi_\mp(x,r-q)-\psi_\pm(x,r)],
$$

with $\psi_\pm=g$ for $r\le0$ and $\psi_-(0,r)=0$ for $r>0$. Of the ions, 60 % enter through the surface and 40 % start between $x=0.5$ and $1.5$, moving outward. Their initial ranges lie between 2 and 3. All these distributions have the shape $2\sin^2$ over a unit interval. The observable is $g=e^{-x}$.

Integration along the flights with the trapezoidal rule, on a grid of spacing 0.01, gives 0.1696 from the forward flux and 0.1696 from the backward function. Both use the same spacing and rule, so their agreement does not measure the grid error. A simulation of 200,000 random histories, which needs no grid in depth, gives $0.1704\pm0.0005$, or 1.6 standard errors away. In the forward solution 46 % of the ions escape.

### Arsenic in silicon

Take arsenic at 50 keV, tilted by $7^\circ$ from the normal, with a fluence of $10^{14}\ \mathrm{cm^{-2}}$. These are rough typical values for a doping implant. The atom density of silicon is $N=49.9\ \mathrm{nm^{-3}}$, and $E_c=100$ eV.

The collision rates are model inputs, not derived here. Index 1 denotes arsenic and index 2 silicon, with atomic numbers $Z$ and atomic masses $M$; $a_0$ is the Bohr radius, and $e^2$ is written in Gaussian units (in SI units it stands for $e^2/4\pi\varepsilon_0$). With screening length $a=0.8853\,a_0/(Z_1^{2/3}+Z_2^{2/3})^{1/2}=0.0117$ nm,

$$
d\Sigma=N\pi a^2\frac{f(\eta)}{\eta^2}\,d\eta,\quad \eta=\varepsilon\sqrt{\frac{T}{\gamma E}},\quad f=\frac{1.309\,\eta^{1/3}}{[1+(2.618\,\eta^{4/3})^{2/3}]^{3/2}} .
$$

This is the Winterbon–Sigmund–Sanders form of Thomas–Fermi scattering. The reduced energy $\varepsilon=aM_2E/[(M_1+M_2)Z_1Z_2e^2]$ is 0.239 at 50 keV, and $\gamma=4M_1M_2/(M_1+M_2)^2=0.793$. Transfers below $10^{-3}\gamma E$ are included in $S$ without deflection. The rest of $S$ is Lindhard–Scharff electronic stopping, 201 eV/nm at 50 keV.

The deflection follows from momentum conservation. The recoil has the squared momentum $2M_2(E-E')=2M_1(E+E'-2\sqrt{EE'}\cos\vartheta)$. With $A=M_2/M_1$,

$$
\cos\vartheta=\tfrac12\Bigl[(1+A)\sqrt{E'/E}+(1-A)\sqrt{E/E'}\Bigr].
$$

Equations (9) to (11) were solved by finite differences on 600 logarithmic energy steps. They give $R=31.9$ nm at 50 keV. At $7^\circ$ the mean depth is $31.92\cos7^\circ=31.7$ nm, and the straggle is 11.9 nm. A forward simulation of 25,000 ions gives $31.66\pm0.08$ nm and 11.9 nm. At most one of these ions escaped, so the surface hardly matters here. The same backward solution gives $R=9.3$, 15.6 and 21.2 nm at 10, 20 and 30 keV. The last digit depends on the cutoffs. Lowering $E_c$ to 20 eV adds 0.13 to 0.15 nm at each of these energies, which is 1.6 % at 10 keV. Lowering the cut for soft transfers from $10^{-3}$ to $10^{-5}$ reduces the 50 keV value by 0.07 nm.

At $80^\circ$, as on a steep sidewall, with the energy unchanged, the surface matters. Unbounded backward transport predicts $31.92\cos80^\circ=5.54$ nm. In the simulation $69.5\pm0.3$ % of the ions are retained, and their depths sum to $6.51\pm0.04$ nm per incident ion, which is $17\pm1$ % above the prediction. The escaping ions, weighted with $\mu R(E)$ at their exit, contribute $-1.06$ nm. The sum required by (8) is $6.51-1.06=5.45$ nm. The remaining gap of 0.09 nm is comparable with the sampling error: the unbounded mean of the same histories is $5.45\pm0.05$ nm. This sample therefore runs somewhat low. Read the other way, (8) gives the retained sum as $5.54+1.06=6.60$ nm, about 19 % above the unbounded prediction. The mean depth of a retained ion is $6.51/0.695=9.4$ nm.

### The model beside a real implant

The identity does not make the collision model accurate. With the universal (ZBL) screening length and nuclear stopping in place of the Thomas–Fermi ones, the 50 keV depth rises by 19 %, to about 38 nm. Changing the electronic stopping by 20 % moves it by 1.6 %, and lowering $E_c$ to 20 eV by 0.4 %. The choice of potential is thus the largest of these uncertainties. The picture of separate two-body collisions also has a limit. The free path between the discrete collisions is 1.15 nm at 50 keV but 0.016 nm at 100 eV, far below the atomic spacing of 0.27 nm, so at low energy these collisions cannot be taken literally as separate events. As a crude test, take at every energy only the hardest collisions, one per atomic spacing, and discard all softer nuclear transfers together with their energy loss. This raises the 50 keV depth by 1.0 % and the 10 keV depth by about 4 %. A real wafer is usually crystalline, and ions steered along open channels go deeper than this model predicts; the calculation does not size that tail. For a Gaussian profile the peak concentration is $1\ \mathrm{nm^{-2}}/(\sqrt{2\pi}\times11.9\ \mathrm{nm})=3.3\times10^{19}\ \mathrm{cm^{-3}}$, or 0.07 % of the silicon density, so the arsenic itself barely alters the composition. The beam energy, however, amounts to 18 eV per silicon atom, averaged over the mean depth plus two straggles. Damage can therefore change a crystalline target during the implant.

Annealing fits into the same identity as long as diffusion is linear. If $G(x',x)$ is the probability density that an atom stopped at $x$ ends at $x'$, the observable after the anneal is $\int g(x')G(x',x)p(x)\,dx'dx$. This is the original problem with $g$ replaced by $\int g(x')G(x',x)\,dx'$. The replacement fails when the diffusivity depends on the dopant concentration, because $G$ then depends on $p$. This must be expected for the implant above if the arsenic is electrically active: its peak concentration exceeds the intrinsic carrier density of silicon, which is of the order of $10^{19}\ \mathrm{cm^{-3}}$ at 1000 °C, and arsenic diffuses faster where the electron density is raised. The linear form then needs a peak concentration well below the intrinsic carrier density, and damage from the implant must not make the diffusivity depend on the dose.
